\section*{The Motz-Wise Sticking Correction: Derivation and Kinetic Accuracy}

\section{The inconsistency in the uncorrected law}

A gas of number density $n$ and mean speed $\bar v$ strikes a wall at the rate $n\bar v/4$ per unit area. If each arriving molecule is consumed with probability $S$, it seems natural to write the net flux as $Sn\bar v/4$. At $S=1$ this contradicts itself. The rate $n\bar v/4$ belongs to a gas in which half the molecules move toward the wall and half away from it. A wall that consumes everything sends nothing back, so all the molecules next to it are moving toward it. For the same density, a half-Maxwellian that holds all the molecules delivers twice the assumed flux.

The Motz-Wise correction removes this inconsistency by replacing $S$ with $S/(1-S/2)$. It rests on an assumption about the velocity distribution at the wall, and its accuracy depends on which density is called $n$.

\section{Assumptions and theorem}

The gas occupies $x>0$, and $c$ is the velocity component along $x$, so molecules with $c<0$ approach the wall. Tangential velocities are integrated out. The net flux $J$ is positive toward the wall. For molecular mass $m$ and temperature $T$, let
\begin{equation}
\theta=\sqrt{\frac{kT}{m}},\qquad
M(c)=\frac{e^{-c^2/2\theta^2}}{\sqrt{2\pi}\,\theta},\qquad
\bar v=\sqrt{\frac{8kT}{\pi m}} .
\end{equation}
Let $f(c)$ be the distribution at the wall, with $n=\int_{-\infty}^{\infty} f\,dc$. Assume that:

(A1) each arriving molecule is consumed with probability $S$, independent of its velocity, and otherwise returns to the gas; the surface emits nothing else;

(A2) the even part $f_e(c)=[f(c)+f(-c)]/2$ equals $nM(c)$.

\paragraph{Theorem (Motz-Wise law).} Under (A1) and (A2), for $0<S\le 1$,
\begin{equation}
J=\frac{S}{1-S/2}\,\frac{n\bar v}{4}. \label{mw}
\end{equation}

\paragraph{Lemma 1.} A Maxwellian of density $n$ has the one-way flux $n\bar v/4$.

\emph{Proof.} Since $cM=-\theta^2\,dM/dc$,
\begin{equation}
\int_0^\infty cM\,dc=\theta^2M(0)=\frac{\theta}{\sqrt{2\pi}},
\qquad
\frac{\bar v}{4}=\frac{2\sqrt2}{4\sqrt\pi}\,\theta=\frac{\theta}{\sqrt{2\pi}} .
\end{equation}
The two agree, and multiplying by $n$ proves the lemma.

\paragraph{Lemma 2.} Under (A2), the arriving flux is $J_-=n\bar v/4+J/2$.

\emph{Proof.} The arriving and leaving fluxes are
\begin{equation}
J_-=\int_0^\infty c\,f(-c)\,dc,\qquad J_+=\int_0^\infty c\,f(c)\,dc,
\qquad J=J_--J_+ .
\end{equation}
In their sum the odd part of $f$ cancels:
\begin{equation}
J_-+J_+=2\int_0^\infty c f_e\,dc=2n\int_0^\infty cM\,dc=2\,\frac{n\bar v}{4}.
\end{equation}
Adding $J_--J_+=J$ and dividing by two gives the lemma.

\paragraph{Proof of the theorem.} By (A1), $J=SJ_-$. Lemma 2 then gives
\begin{equation}
J=S\left(\frac{n\bar v}{4}+\frac J2\right)
\quad\Longrightarrow\quad
J\left(1-\frac S2\right)=S\,\frac{n\bar v}{4},
\end{equation}
and division by $1-S/2$ gives \eqref{mw}.

\paragraph{Remark 1: what is really needed.} Without (A2), the sum of the one-way fluxes is $n\langle|c|\rangle$, where the average is over $f$. From $J_-=J/S$ and $J_+=(1/S-1)J$,
\begin{equation}
n\langle|c|\rangle=\left(\frac2S-1\right)J
\quad\Longrightarrow\quad
J=\frac{S}{1-S/2}\,\frac{n\langle|c|\rangle}{2}. \label{exactmean}
\end{equation}
This holds for any distribution obeying (A1). The closure therefore amounts to setting $\langle|c|\rangle$ to its Maxwellian value $\bar v/2$. If sticking depends on velocity, $S$ must be the average over the molecules that actually arrive, which can differ from the average over a Maxwellian flux.

\section{Two distributions, one law}

The reasoning can be seen directly in a two-stream gas. Let the incoming half be $n_iM$ and the outgoing half $(1-S)n_iM$. Each half of $M$ integrates to $1/2$, so
\begin{equation}
n=\frac{n_i}{2}+\frac{(1-S)n_i}{2}=n_i\left(1-\frac S2\right),
\qquad J=S\,\frac{n_i\bar v}{4}.
\end{equation}
Eliminating $n_i$ gives \eqref{mw}. The correction converts the density $n$ actually present into the larger parameter $n_i$ of the incoming stream.

Diffusion theory suggests a linear distortion instead, $f=nM(1-ac)$ with $a>0$. Since $\int c^2M\,dc=\theta^2$, its flux toward the wall is $J=na\theta^2$. Its even part is $nM$, so the theorem applies again. At $S=1$, \eqref{mw} gives $J=2n\theta/\sqrt{2\pi}$, hence
\begin{equation}
a=\frac{2}{\sqrt{2\pi}\,\theta},\qquad \frac1a=\sqrt{\frac{\pi}{2}}\,\theta\approx1.253\,\theta .
\end{equation}
Outgoing molecules faster than this would have a negative density. The total outgoing flux vanishes as required, but by cancellation. The two-stream form is nowhere negative and gives the same law.

\paragraph{Corollary 1: competing channels.} If channel $k$ consumes a fraction $S_k$ of the arrivals and $S_{\rm tot}=\sum_kS_k\le1$, then $J_k=S_kJ_-$. The theorem applied to the total gives $J_-=(n\bar v/4)/(1-S_{\rm tot}/2)$, so
\begin{equation}
J_k=\frac{S_k}{1-S_{\rm tot}/2}\,\frac{n\bar v}{4}.
\end{equation}
All channels deplete the same outgoing stream and share one denominator. For $S_1=0.3$ and $S_2=0.5$, the first factor is $0.3/0.6=0.500$. Correcting that channel by itself would give $0.3/0.85=0.353$.

\paragraph{Corollary 2: unequal temperatures.} In the two-stream gas, let the incoming stream have temperature $T_g$ and parameter $n_i$, and the re-emitted stream wall temperature $T_w$ and parameter $n_o$. One-way fluxes scale as density times $\sqrt T$, so $n_o\sqrt{T_w}=(1-S)n_i\sqrt{T_g}$. With $n=(n_i+n_o)/2$,
\begin{equation}
J=\frac{2S}{1+(1-S)\sqrt{T_g/T_w}}\,\frac{n\bar v_g}{4},
\end{equation}
where $\bar v_g$ is the mean speed at $T_g$. For $S=0.5$ and $T_g/T_w=1.1$ the factor is $0.656$ instead of $0.667$, a change of $-1.6\%$. At $S=1$ nothing is re-emitted and the wall temperature drops out. Here $n$ is the density actually present at the wall; the result does not carry over to the extrapolated density introduced below.

\section{Kinetic test of the closure}

Assumption (A2) can be judged against a model in which the distribution is solved for. Let the species be dilute in a carrier at rest with uniform temperature $T$. Collisions occur at a constant rate $\nu$, and each one gives the molecule a fresh Maxwellian velocity. Molecules that do not stick are re-emitted diffusely at temperature $T$. With $f=M\varphi$, the steady equation is
\begin{equation}
c\,\frac{\partial\varphi}{\partial x}=\nu\,[n(x)-\varphi],\qquad
n(x)=\int_{-\infty}^{\infty}M\varphi\,dc. \label{bgk}
\end{equation}
Multiplying by $M$ and integrating over $c$ makes the right side vanish, so $J$ does not depend on $x$. Far from the wall the solution approaches
\begin{equation}
\varphi=g\left(x+x_0-\frac c\nu\right),\qquad n=g(x+x_0). \label{far}
\end{equation}
Substitution gives $cg$ on both sides of \eqref{bgk}. The flux toward the wall is
\begin{equation}
J=-\int_{-\infty}^{\infty}cM\varphi\,dc=\frac{g\theta^2}{\nu}=Dg,\qquad D=\frac{\theta^2}{\nu}.
\end{equation}
There are now two wall densities: the true one, $n(0)$, and the value $gx_0$ obtained by extending the linear diffusion profile to the wall. A continuum reactor calculation uses the second.

\paragraph{Proposition 1.} In this model, for either density,
\begin{equation}
J=\frac{S}{1-bS}\,\frac{n\bar v}{4},\qquad b=1-C, \label{general}
\end{equation}
where $C$ is the value of $n\bar v/(4J)$ at $S=1$ for the density in question.

\emph{Proof.} Take the $S=1$ solution with flux $J$: the arriving flux is $J$ and the leaving flux is zero. Add a uniform Maxwellian gas of density $A$, which also solves \eqref{bgk} and adds $A\bar v/4$ to both one-way fluxes. The leaving stream is then Maxwellian, as diffuse re-emission requires. Its size must satisfy
\begin{equation}
\frac{A\bar v}{4}=(1-S)\left(J+\frac{A\bar v}{4}\right)
\quad\Longrightarrow\quad
\frac{A\bar v}{4}=\left(\frac1S-1\right)J .
\end{equation}
The added gas raises both wall densities by $A$, so
\begin{equation}
\frac{n\bar v}{4J}=\frac1S-1+C . \label{resistance}
\end{equation}
Inverting this gives \eqref{general}. The Motz-Wise law corresponds to $C=b=1/2$.

\paragraph{Proposition 2.} For the true wall density, $C=1/\sqrt{2\pi}\approx0.399$. Equivalently, $J=n(0)\theta$ at $S=1$.

\emph{Proof.} Let $\psi=\partial\varphi/\partial x$ and $n'=dn/dx$. Differentiating \eqref{bgk} gives $c\,\partial\psi/\partial x=\nu(n'-\psi)$. Consider
\begin{equation}
I(x)=\int_{-\infty}^{\infty}cM(c)\,\varphi(x,c)\,\psi(x,-c)\,dc .
\end{equation}
At velocity $-c$ the equation for $\psi$ reads $c\,\partial_x\psi(x,-c)=-\nu[n'-\psi(x,-c)]$. Hence
\begin{align}
\frac{dI}{dx}&=\nu\int_{-\infty}^{\infty} M\Big\{[n-\varphi(c)]\psi(-c)-\varphi(c)[n'-\psi(-c)]\Big\}dc\nonumber\\
&=\nu\int_{-\infty}^{\infty} M\,[n\psi(-c)-n'\varphi(c)]\,dc=\nu(nn'-n'n)=0 .
\end{align}
The products $\varphi\psi$ cancel, and $\int M\psi\,dc=n'$. Far away $\psi=g$, and \eqref{far} gives $I=-g^2\theta^2/\nu$. At the wall with $S=1$, $\varphi(0,c)=0$ for $c>0$, so only $c=-u$ with $u>0$ contributes. For outgoing velocity $u$, \eqref{bgk} gives $\psi(0,u)=\nu n(0)/u$. Therefore
\begin{equation}
I(0)=-\int_0^\infty uM\,\varphi(0,-u)\,\frac{\nu n(0)}{u}\,du=-\nu\,n(0)^2 .
\end{equation}
Equating the two values gives $n(0)=g\theta/\nu=J/\theta$. Then $C=\bar v/(4\theta)=1/\sqrt{2\pi}$ by Lemma 1.

\paragraph{Remark 2: where (A2) fails.} At $S=1$ every molecule at the wall is arriving, so $n(0)\langle|c|\rangle=J$ and $\langle|c|\rangle=\theta$. This exceeds the Maxwellian value $\sqrt{2/\pi}\,\theta$ by the factor $\sqrt{\pi/2}\approx1.253$. The reason follows from integrating \eqref{bgk} along an arriving path:
\begin{equation}
\varphi(0,-u)=\int_0^\infty e^{-t}\,n(ut/\nu)\,dt .
\end{equation}
On average, faster molecules had their last collision farther away. Where the density rises away from the wall, they are over-represented and slow ones are depleted. By \eqref{exactmean}, the factor at $S=1$ is then $2\sqrt{\pi/2}\approx2.507$.

\paragraph{The extrapolated density.} Here $C$ was computed numerically. The velocity integral was replaced by a sum over 60 speeds in each direction, the solution was expanded in the decaying modes, and the wall condition fixed their amplitudes. The result is $C=0.573$, hence $b=0.427$; using 40 speeds changed $C$ by less than $10^{-4}$.

A simulation of individual flights gives an independent value. Molecules with a Maxwellian flux enter a slab of thickness $\ell$ opposite the wall, and a fraction $P$ is consumed there. If the entering stream has density parameter $n_i$, then $J=Pn_i\bar v/4$. The entrance face acts as an $S=1$ wall for the deficit from $n_i$, so the diffusion profile starts at $n_i-4CJ/\bar v$. It ends at $(1/S-1+C)4J/\bar v$, and the drop between them is $J\ell/D$. Multiplying by $\bar v/(4J)$ gives
\begin{equation}
\frac1P=\frac{\ell\bar v}{4D}+2C+\frac1S-1 ,
\end{equation}
provided the two boundary layers do not overlap appreciably. With $\ell=6D/\theta$ and 400\,000 molecules per run, this gave $C=0.570\pm0.004$ at $S=1$ and $0.576\pm0.007$ at $S=0.5$, with standard errors quoted. Both agree with $0.573$ and exclude $0.5$. At this thickness the remaining overlap of the boundary layers lowers the $S=1$ estimate by about $0.0025$, less than the statistical error.

The flux factors $J/(n\bar v/4)$ compare as follows.
\begin{center}
\begin{tabular}{ccccc}
$S$ & naive & Motz-Wise & extrapolated $n$ & true wall $n$\\
0.1 & 0.100 & 0.105 & 0.104 & 0.106\\
0.5 & 0.500 & 0.667 & 0.636 & 0.715\\
1.0 & 1.000 & 2.000 & 1.744 & 2.507
\end{tabular}
\end{center}
At small $S$ the factor is $S+bS^2$ to second order. The naive law has $b=0$; Motz-Wise has the right sign and roughly the right size. At $S=1$ it lies 15\% above the kinetic factor for the extrapolated density and 20\% below that for the true density.

The constant depends on the collision model. Isotropic scattering at a single speed gives $C=0.533$ for the extrapolated density. If a collision keeps on average 0.75 of the velocity, a crude picture of a heavy atom in a lighter carrier, simulated flights give $0.583\pm0.005$. The flights alone barely resolve the shift; solving this model on a velocity grid gives $0.579$, about $0.005$ above the memoryless value.

\section{A diffusion layer in series with the wall}

Let the density be $n_b$ at a distance $L$ from the wall, and let transport between them be steady diffusion, $J=D(n_b-n)/L$. Equation \eqref{mw} gives $n=(1/S-1/2)4J/\bar v$. Eliminating $n$,
\begin{equation}
J=\frac{n_b}{\dfrac LD+\left(\dfrac1S-\dfrac12\right)\dfrac4{\bar v}} . \label{series}
\end{equation}
The naive law lacks the term $-1/2$. With the mean free path defined as $\lambda=3D/\bar v$ and ${\rm Kn}=\lambda/L$, one has $2D/(\bar vL)=2\,{\rm Kn}/3$. At fixed $n_b$, $L$ and $D$, the correction at $S=1$ therefore raises the flux by the fraction
\begin{equation}
\frac{J}{J_{\rm naive}}-1=\frac{2/\bar v}{L/D+2/\bar v}
=\frac{2\,{\rm Kn}/3}{1+2\,{\rm Kn}/3}. \label{kn}
\end{equation}
At $S=1$, when the layer is many mean free paths thick, diffusion controls the supply and the correction hardly matters. When ${\rm Kn}$ is large, the diffusion description fails: as $L\to0$ with $S=1$, \eqref{series} tends to $2n_b\bar v/4$. A distant equilibrium reservoir of density $n_b$ that feeds the wall without collisions supplies at most $n_b\bar v/4$. There $n_b$ is already the incoming parameter $n_i$, and the flux is $Sn_b\bar v/4$ with no correction.

\section{Worked example: tin vapour}

Take tin atoms at $10^{-5}$ Torr in an inert carrier at 0.1 Torr and 600 K. The layer is $L=2$ cm thick. A rough diffusivity of 250 cm$^2$/s at 1 Torr, of the size expected in argon, scaled inversely with pressure, gives $D=2500$ cm$^2$/s. In helium or hydrogen $D$ would be several times larger, and so would the Knudsen number. The mass of 118.71 u gives $\bar v=3.271\times10^4$ cm/s, and the ideal-gas law gives $n_b=1.609\times10^{11}$ cm$^{-3}$. At $S=1$,
\begin{equation}
\frac LD=8.00\times10^{-4}\ \frac{\rm s}{\rm cm},\qquad
\frac{2}{\bar v}=0.611\times10^{-4}\ \frac{\rm s}{\rm cm},
\end{equation}
\begin{equation}
J=\frac{1.609\times10^{11}}{8.611\times10^{-4}}\ {\rm cm^{-2}s^{-1}}
=1.87\times10^{14}\ {\rm cm^{-2}s^{-1}} .
\end{equation}
With $7\times10^{14}$ sites per cm$^2$ this is 0.27 monolayer per second. The naive law gives $1.745\times10^{14}$ cm$^{-2}$s$^{-1}$, so the correction adds 7.1\% to it, in agreement with \eqref{kn} for ${\rm Kn}=0.115$. The kinetic flux is $1.850\times10^{14}$ cm$^{-2}$s$^{-1}$, and Motz-Wise lies 1.0\% above it. The 15\% error of the wall factor shrinks because most of the resistance lies in the gas. At $S=0.1$ the naive, Motz-Wise and kinetic fluxes are $7.96$, $8.20$ and $8.17\times10^{13}$ cm$^{-2}$s$^{-1}$.

The temperature is roughly that of low-temperature GeSn epitaxy, but the example is not a model of a particular reactor. In chemical vapour deposition tin is supplied as a molecular precursor, for which $S$ may be far below one; here $S$ is a parameter. The correction shrinks as the carrier pressure rises: at 1 Torr, with the other settings fixed, \eqref{kn} gives about 0.8\% at $S=1$. Real reactors also break the assumption of uniform temperature. The $-1.6\%$ of Corollary 2, for gas 10\% hotter than the wall at $S=0.5$, refers to the true wall density. For the extrapolated density used here the sign is opposite: slower re-emitted atoms collide nearer the wall and return to it more often, and the kinetic model with re-emission at the lower wall temperature raises the factor by about $1.6\%$ and the flux of this example by about $0.3\%$. A heated substrate is usually hotter than the gas, which reverses these signs. The effect of the temperature gradient on diffusion is not included.

Three other neglected effects are small for these numbers. Using the memory value of $C$ changes the kinetic flux by $-0.1\%$. For pure tin, a rough heat of vaporization of 3.0 eV and boiling point of 2900 K extrapolate to a vapour pressure near $10^{-17}$ Torr, so re-evaporation is negligible; tin bound in an alloy would have a different value. With a collision diameter of 0.5 nm and $L^2/2D=0.8$ ms as an upper estimate of the transit time, a tin atom meets at most about 0.05 others on its last crossing of the layer; counting all the time spent in the layer, the number rises to about 0.15 at $S=0.1$. Clustering within the layer should therefore be weak, but the source gas is strongly supersaturated, with one tin-tin encounter per atom about every 17 ms, and time spent there is not counted.

\section*{Computed values}
\begin{verbatim}
FLUX FACTOR J/(n vbar/4): naive, Motz-Wise, kinetic
 kinetic a: extrapolated n; kinetic b: true wall n
 S=0.01: 0.0100 0.0101 a 0.0100 b 0.0101
 S=0.10: 0.1000 0.1053 a 0.1045 b 0.1064
 S=0.50: 0.5000 0.6667 a 0.6356 b 0.7148
 S=1.00: 1.0000 2.0000 a 1.7442 b 2.5066
C, extrapolated density: 0.5733
C, true wall density: 0.3989
b = 1-C, extrapolated: 0.4267; true: 0.6011
C, single-speed scattering, extrapolated: 0.5328
C, random flights S=1: 0.5700 +- 0.0044
C, random flights S=0.5: 0.5764 +- 0.0068
C, flights, memory 0.75: 0.5834 +- 0.0045
Wall mean |c| / Maxwellian, S=1: 1.2533
Linear shape negative above c/sqrt(kT/m) = 1.2533
Two channels S = 0.3, 0.5; first-channel factor:
 shared 0.5000, separate 0.3529
TIN VAPOUR EXAMPLE
Temperature: 600 K; tin mass: 118.71 u
Carrier: 0.1 Torr; tin: 1e-05 Torr
Layer: 2.0 cm; D: 2500 cm2/s
D at 1 Torr: 250 cm2/s
Mean speed: 3.2713e+04 cm/s; vbar/4: 8.1782e+03 cm/s
Bulk tin density: 1.6094e+11 cm^-3
Diffusion resistance L/D: 8.0000e-04 s/cm
Wall resistance S=1, naive: 1.2228e-04 s/cm
Wall resistance S=1, Motz-Wise: 6.1138e-05 s/cm
Flux in cm^-2 s^-1: naive, Motz-Wise, kinetic
 S=1.0: 1.7450e+14 1.8689e+14 1.8497e+14
 S=0.5: 1.5408e+14 1.6366e+14 1.6218e+14
 S=0.1: 7.9565e+13 8.2045e+13 8.1672e+13
S=1, Motz-Wise over naive: +7.10 %
S=1, Motz-Wise over kinetic: +1.04 %
S=1, Motz-Wise: 0.2670 monolayer/s
Monolayer: 7.0e+14 cm^-2
NEGLECTED EFFECTS
Mean free path 3D/vbar: 0.2293 cm
Knudsen number: 0.1146
Memory, flux against kinetic: -0.14 %
Gas/wall temperature 1.1, S=0.5: factor 0.6560
 change from equal temperature: -1.60 %
Tin fraction: 1.0e-04; Stefan flow: 0.0050 %
Rough heat: 3.0 eV; boiling point: 2900 K
Rough vapour pressure of pure tin: 8e-18 Torr
Re-evaporation / deposition: 6e-12
Tin collision diameter: 0.5 nm
Transit time: 0.80 ms; tin-tin encounters: 0.047
\end{verbatim}
